# Blocking-dip shift from tetragonal strain in medium-energy ion scattering: a program that tests the result

```python
"""
Result under test: a blocking dip along a row at angle q0 from the normal
moves to q, tan(q) = tan(q0)/(1+e), when a film has tetragonal strain
e = a_perp/a_par - 1. For q0 = 45 deg and e = 0.01 it moves about 0.29 deg
toward the normal. Positive shifts point away from the normal.
a_par, a_perp: in-plane and out-of-plane lattice parameters.
Trajectories in a 3D lattice give the dip position independently.
Lengths are in nm and energies in eV unless a name says otherwise.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import k1

strain = 0.01
ratio = 1 + strain
row_angle = np.radians(45.0)


def shift_formula(q0, e):
    t = np.tan(q0)
    return np.arctan(-e * t / (1 + e + t*t))


def angle_from_vectors(q0, par_scale, perp_scale):
    row = np.array([par_scale*np.sin(q0), 0.0, perp_scale*np.cos(q0)])
    return np.arccos(row[2] / np.linalg.norm(row))


# Geometry: exact shift, uniform expansion, expansion in small strain
for degrees in (20.0, 45.0, 54.7, 70.0):
    q0 = np.radians(degrees)
    for e in (-0.03, 0.01, 0.05):
        direct = angle_from_vectors(q0, 1.0, 1 + e) - q0
        assert abs(direct - shift_formula(q0, e)) < 1e-12
    assert abs(angle_from_vectors(q0, 1.02, 1.02) - q0) < 1e-12
    small = 1e-3
    series = -0.5*small*np.sin(2*q0)*(1 - small*np.cos(q0)**2)
    direct = angle_from_vectors(q0, 1.0, 1 + small) - q0
    assert abs(direct - series) < 2*small**3
exact_shift = np.degrees(angle_from_vectors(row_angle, 1, ratio) - row_angle)
linear_shift = np.degrees(-0.5*strain*np.sin(2*row_angle))
opposite_shift = np.degrees(shift_formula(row_angle, -strain))
assert abs(abs(exact_shift) - 0.29) < 0.006
best = minimize_scalar(lambda q: angle_from_vectors(q, 1, ratio) - q,
                       bounds=(0.2, 1.4), method="bounded",
                       options={"xatol": 1e-10}).x
assert abs(np.tan(best) - np.sqrt(ratio)) < 1e-5
film_angle = row_angle + np.radians(exact_shift)
incoming = np.array([0.0, 0.0, -1.0])
outgoing = np.array([np.sin(film_angle), 0.0, np.cos(film_angle)])
film_scatter = np.degrees(np.arccos(incoming @ outgoing))
reference_scatter = 180 - np.degrees(row_angle)
assert abs(film_scatter - reference_scatter + exact_shift) < 1e-10
angle_error = 0.05
strain_error = abs(np.tan(row_angle)
                   / np.tan(film_angle + np.radians(angle_error)) - ratio)
assert abs(strain_error / (2*np.radians(angle_error)) - 1) < 0.03

# Coherent SiGe film: rough lattice parameters and elastic constants
a_si, a_ge = 0.543, 0.566
c11, c12 = 166.0, 64.0
poisson_factor = 2*c12/c11
e_par = (1 - ratio)/(ratio + poisson_factor)
e_perp = minimize_scalar(
    lambda z: 0.5*c11*(2*e_par**2 + z*z) + c12*(e_par**2 + 2*e_par*z),
    bracket=(-0.02, 0.02)).x
assert abs((1 + e_perp)/(1 + e_par) - ratio) < 1e-6
a_relaxed = a_si/(1 + e_par)
ge_fraction = (a_relaxed - a_si)/(a_ge - a_si)
assert 0 < ge_fraction < 1
a_perp = a_relaxed*(1 + e_perp)

# Proton energies after scattering from Ge and Si
energy = 100e3
proton_mass = const.m_p/const.atomic_mass


def kinematic_factor(mass):
    c = np.cos(np.radians(reference_scatter))
    s = np.sin(np.radians(reference_scatter))
    return ((proton_mass*c + np.sqrt(mass**2 - (proton_mass*s)**2))
            / (proton_mass + mass))**2


scattered_kev = []
for mass in (72.63, 28.09):
    def energy_balance(k):
        c = np.cos(np.radians(reference_scatter))
        recoil = proton_mass/mass*(1 + k - 2*np.sqrt(k)*c)
        return 1 - k - recoil
    solved = brentq(energy_balance, 0.1, 1.0)
    assert abs(solved - kinematic_factor(mass)) < 1e-10
    scattered_kev.append(solved*energy/1000)
separation_kev = scattered_kev[0] - scattered_kev[1]
film_thickness = 5.0
stopping_kev_nm = 0.15
film_loss_kev = stopping_kev_nm*film_thickness*(1 + 1/np.cos(row_angle))
assert film_loss_kev < separation_kev

# Screened deflection by one atom (Moliere screening, Firsov length)
mean_charge = 14 + 18*ge_fraction
coulomb = const.e/(4*np.pi*const.epsilon_0)*1e9
k_length = mean_charge*coulomb/energy
bohr = const.physical_constants["Bohr radius"][0]*1e9
screen = 0.8853*bohr/(1 + np.sqrt(mean_charge))**(2/3)
weights = np.array([0.35, 0.55, 0.10])
decays = np.array([0.3, 1.2, 6.0])


def deflection(b):
    return k_length/screen*sum(w*d*k1(d*b/screen)
                               for w, d in zip(weights, decays))


def sideways_force(z, b):
    r = np.hypot(b, z)
    terms = weights*np.exp(-decays*r/screen)
    minus_slope = np.sum(terms*(1/r**2 + decays/(screen*r)))
    return k_length*minus_slope*b/r


for b in (0.005, 0.02, 0.06):
    impulse = quad(sideways_force, 0, 1.0, args=(b,), limit=200,
                   points=[b, 5*b])[0]
    assert abs(impulse/deflection(b) - 1) < 1e-4
spacing = np.hypot(a_si, a_perp)/2
cone = minimize_scalar(lambda f: f + k_length/(spacing*f),
                       bounds=(1e-3, 0.2), method="bounded",
                       options={"xatol": 1e-9}).fun
assert abs(cone/(2*np.sqrt(k_length/spacing)) - 1) < 1e-6
screened_cone = minimize_scalar(lambda f: f + deflection(spacing*f),
                                bounds=(1e-3, 0.2), method="bounded").fun
assert np.degrees(screened_cone) > 3*abs(exact_shift)

# Trajectories from an emitting atom through a diamond lattice
table_b = np.linspace(1e-6, 0.6, 3000)
table_product = table_b*deflection(table_b)
vibration = 0.008
batches, rays = 6, 100000
half_u, half_v, accept_v = 6.0, 4.5, 2.0
smooth = 1.0


def lattice(top, interface, c_over_a):
    """Atom coordinates along and across the fixed 45-degree axis."""
    points = []
    limit = int(2*top) + 3
    for i, j, k in itertools.product(range(-2, limit), range(-3, 4),
                                     range(-2, limit)):
        if (i + j + k) % 2 == 0:
            base = np.array([i, j, k])/2
            points.extend((base, base + 0.25))
    p = np.array(points)
    s0 = a_si*(p[:, 0] + p[:, 2])/np.sqrt(2)
    w0 = a_si*(p[:, 0] - p[:, 2])/np.sqrt(2)
    keep = ((p[:, 2] <= top + 1e-9) & (s0 > 0.05)
            & (np.hypot(w0, a_si*p[:, 1]) < 0.30))
    p, s0 = p[keep], s0[keep]
    p = p[np.argsort(s0, kind="stable")]
    z = (np.minimum(p[:, 2], interface)
         + c_over_a*np.maximum(p[:, 2] - interface, 0))
    return np.column_stack(((p[:, 0] + z)/np.sqrt(2),
                            (p[:, 0] - z)/np.sqrt(2), p[:, 1]))*a_si


def dip_centre(angles, ray_weights):
    def slope(c):
        x = angles - c
        return np.sum(ray_weights*x*np.exp(-0.5*(x/smooth)**2))
    return brentq(slope, -1.5, 1.5, xtol=1e-5)


def trace(atoms):
    """Columns: plain dip centre, centre with cross-section, yield."""
    output = []
    for batch in range(batches):
        rng = np.random.default_rng(700 + batch)
        start_u = rng.uniform(-half_u, half_u, rays)
        u = np.radians(start_u)
        v = np.radians(rng.uniform(-half_v, half_v, rays))
        w = vibration*rng.standard_normal(rays)
        y = vibration*rng.standard_normal(rays)
        previous = 0.0
        for s, atom_w, atom_y in atoms:
            w += u*(s - previous)
            y += v*(s - previous)
            previous = s
            dw = w - atom_w - vibration*rng.standard_normal(rays)
            dy = y - atom_y - vibration*rng.standard_normal(rays)
            b2 = np.maximum(dw*dw + dy*dy, 1e-10)
            kick = np.interp(np.sqrt(b2), table_b, table_product)/b2
            u += kick*dw
            v += kick*dy
        final = np.degrees(u)
        good = (np.abs(np.degrees(v)) < accept_v) & (np.abs(final) < half_u)
        final = final[good]
        plain = dip_centre(final, np.ones(final.size))
        theta = np.radians(reference_scatter - start_u[good])
        weighted = dip_centre(final, np.sin(theta/2)**-4)
        density = rays*2*accept_v/(4*half_u*half_v)
        kernel = np.exp(-0.5*((final - plain)/smooth)**2)
        level = kernel.sum()/(density*smooth*np.sqrt(2*np.pi))
        output.append((plain, weighted, level))
    return np.array(output)


def mean_error(values):
    return values.mean(), values.std(ddof=1)/np.sqrt(len(values))


cubic = trace(lattice(2.0, 0.0, 1.0))
strained = trace(lattice(2.0, 0.0, ratio))
covered = trace(lattice(4.0, 2.0, ratio))
uncovered = trace(lattice(4.0, 2.0, 1.0))
cubic_mean, cubic_error = mean_error(cubic[:, 0])
sim_shift, sim_error = mean_error(strained[:, 0] - cubic[:, 0])
cover_shift, cover_error = mean_error(covered[:, 0] - uncovered[:, 0])
# Tolerances allow for sampling noise of order 0.01 deg
assert sim_error < 0.025
assert abs(cubic_mean) < 0.06
assert abs(sim_shift - exact_shift) < 0.05
assert strained[:, 2].mean() < 0.9
slope_bias, slope_error = mean_error(cubic[:, 1] - cubic[:, 0])
slope_change, slope_change_error = mean_error(
    (strained[:, 1] - strained[:, 0]) - (cubic[:, 1] - cubic[:, 0]))

# Refraction of a proton leaving the surface; rough inner potential
inner_potential = 12.0
outside = np.arcsin(np.sin(row_angle)*np.sqrt(1 - inner_potential/energy))
refraction = np.degrees(outside - row_angle)
estimate = -np.degrees(inner_potential/(2*energy)*np.tan(row_angle))
assert abs(refraction/estimate - 1) < 1e-3

print(f"Tetragonal strain: {100*strain:.2f} percent")
print(f"Cubic row angle from normal: {np.degrees(row_angle):.3f} deg")
print(f"Film row angle from normal: {np.degrees(film_angle):.3f} deg")
print(f"Exact dip shift: {exact_shift:.4f} deg")
print(f"Exact dip shift: {np.radians(exact_shift)*1000:.3f} mrad")
print(f"First-order dip shift: {linear_shift:.4f} deg")
print(f"Shift for strain of opposite sign: {opposite_shift:.4f} deg")
print(f"Row angle of largest shift: {np.degrees(best):.3f} deg")
print(f"Scattering angle, cubic: {reference_scatter:.3f} deg")
print(f"Scattering angle, film: {film_scatter:.3f} deg")
print(f"Assumed angle error: {angle_error:.3f} deg")
print(f"Resulting strain error: {100*strain_error:.3f} percent")
print(f"Rough Si lattice parameter: {a_si:.3f} nm")
print(f"Rough Ge lattice parameter: {a_ge:.3f} nm")
print(f"Rough elastic constants C11, C12: {c11:.0f}, {c12:.0f} GPa")
print(f"In-plane strain from relaxed film: {100*e_par:.3f} percent")
print(f"Normal strain from relaxed film: {100*e_perp:.3f} percent")
print(f"Relaxed film lattice parameter: {a_relaxed:.4f} nm")
print(f"Film out-of-plane parameter: {a_perp:.4f} nm")
print(f"Ge fraction x: {ge_fraction:.3f} (no unit)")
print(f"Proton energy: {energy/1000:.0f} keV")
print(f"Energy after Ge scattering: {scattered_kev[0]:.2f} keV")
print(f"Energy after Si scattering: {scattered_kev[1]:.2f} keV")
print(f"Ge-Si energy separation: {separation_kev:.2f} keV")
print(f"Film thickness for energy loss: {film_thickness:.1f} nm")
print(f"Rough stopping power: {stopping_kev_nm:.2f} keV/nm")
print(f"Rough energy loss in film: {film_loss_kev:.2f} keV")
print(f"Mean blocker charge: {mean_charge:.2f} e")
print(f"Row spacing: {spacing:.4f} nm")
print(f"Coulomb length k: {k_length:.3e} nm")
print(f"Coulomb cone half-angle: {np.degrees(cone):.2f} deg")
print(f"Screened cone half-angle: {np.degrees(screened_cone):.2f} deg")
print(f"Rough vibration amplitude per axis: {vibration:.3f} nm")
print(f"Rays per trajectory run: {batches*rays} (count)")
print(f"Smoothing width (standard deviation): {smooth:.1f} deg")
print(f"Simulated cubic centre: {cubic_mean:.3f} +/- {cubic_error:.3f} deg")
print(f"Simulated strain shift: {sim_shift:.3f} +/- {sim_error:.3f} deg")
print(f"Smoothed yield at film dip: {strained[:, 2].mean():.3f} of random")
print(f"Cross-section bias: {slope_bias:.4f} +/- {slope_error:.4f} deg")
print(f"Bias left in difference: {slope_change:.4f} "
      f"+/- {slope_change_error:.4f} deg")
print(f"Rough inner potential: {inner_potential:.0f} V")
print(f"Surface refraction: {refraction:.4f} deg")
print(f"Simulated covering-film thickness: {2*a_perp:.2f} nm")
print(f"Substrate dip shift under that film: {cover_shift:.3f} "
      f"+/- {cover_error:.3f} deg")
print("OK")
```

Output:

```
Tetragonal strain: 1.00 percent
Cubic row angle from normal: 45.000 deg
Film row angle from normal: 44.715 deg
Exact dip shift: -0.2851 deg
Exact dip shift: -4.975 mrad
First-order dip shift: -0.2865 deg
Shift for strain of opposite sign: 0.2879 deg
Row angle of largest shift: 45.143 deg
Scattering angle, cubic: 135.000 deg
Scattering angle, film: 135.285 deg
Assumed angle error: 0.050 deg
Resulting strain error: 0.176 percent
Rough Si lattice parameter: 0.543 nm
Rough Ge lattice parameter: 0.566 nm
Rough elastic constants C11, C12: 166, 64 GPa
In-plane strain from relaxed film: -0.561 percent
Normal strain from relaxed film: 0.433 percent
Relaxed film lattice parameter: 0.5461 nm
Film out-of-plane parameter: 0.5484 nm
Ge fraction x: 0.133 (no unit)
Proton energy: 100 keV
Energy after Ge scattering: 95.37 keV
Energy after Si scattering: 88.47 keV
Ge-Si energy separation: 6.90 keV
Film thickness for energy loss: 5.0 nm
Rough stopping power: 0.15 keV/nm
Rough energy loss in film: 1.81 keV
Mean blocker charge: 16.40 e
Row spacing: 0.3859 nm
Coulomb length k: 2.361e-04 nm
Coulomb cone half-angle: 2.83 deg
Screened cone half-angle: 2.47 deg
Rough vibration amplitude per axis: 0.008 nm
Rays per trajectory run: 600000 (count)
Smoothing width (standard deviation): 1.0 deg
Simulated cubic centre: -0.003 +/- 0.004 deg
Simulated strain shift: -0.290 +/- 0.004 deg
Smoothed yield at film dip: 0.319 of random
Cross-section bias: -0.0200 +/- 0.0001 deg
Bias left in difference: 0.0001 +/- 0.0001 deg
Rough inner potential: 12 V
Surface refraction: -0.0034 deg
Simulated covering-film thickness: 1.10 nm
Substrate dip shift under that film: -0.015 +/- 0.001 deg
OK
```
